# How far hydrogen in palladium spreads by zero-point motion: verification in Python

```python
"""
Result under test: a hydrogen atom (mass m) in a harmonic well with quantum
E = hbar*omega has, in its ground state, the root-mean-square displacement
    x_rms = hbar / sqrt(2 m E)      along each Cartesian axis,
which is near 0.17 angstrom for E = 69 meV (hydrogen in palladium).
Working units: energy in meV, length in angstrom (A), unless a name says SI.
c_kin = hbar^2/(2m) in meV A^2;  k_spring = m omega^2.
Also sized: anharmonicity, temperature, motion of the host, tunnelling.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq, fsolve

meV = 1e-3 * const.e
hbar = const.hbar
mass_h = const.m_p + const.m_e
mass_pd = 106.42 * const.atomic_mass

# inputs (the last three are rough typical values for palladium)
quantum = 69.0
temperature = 300.0
lattice_a = 3.89
host_top = 28.0
barrier = 230.0

# derived formulas
omega = quantum * meV / hbar
k_si = mass_h * omega**2
k_spring = k_si * 1e-20 / meV
c_kin = hbar**2 / (2 * mass_h) / meV * 1e20
x2 = c_kin / quantum
x_rms = np.sqrt(x2)
kT = const.k * temperature / meV
x2_thermal = x2 / np.tanh(quantum / (2 * kT))
x2_classical = kT / k_spring
T_equal = quantum * meV / (2 * const.k)
assert abs(x_rms - 0.17) < 0.005

# grid Hamiltonian with the sinc-function kinetic energy
step = 0.02
x = step * np.arange(-90, 91)
diff = np.arange(x.size)[:, None] - np.arange(x.size)[None, :]
safe = np.where(diff == 0, 1, diff)
sign = np.where(diff % 2 == 0, 1.0, -1.0)
kinetic = c_kin / step**2 * np.where(diff == 0, np.pi**2 / 3,
                                     2 * sign / safe**2)


def solve(k, beta):
    """Levels and states in the potential k x^2/2 + beta x^4."""
    return eigh(kinetic + np.diag(0.5 * k * x**2 + beta * x**4))


# harmonic well: spacing, mean square, virial balance, thermal average
level, state = solve(k_spring, 0.0)
ground = state[:, 0]
x2_grid = np.sum(ground**2 * x**2)
kin_grid = ground @ kinetic @ ground
pot_grid = 0.5 * k_spring * x2_grid
assert abs(level[1] - level[0] - quantum) < 1e-6
assert abs(x2_grid / x2 - 1) < 1e-8
assert abs(kin_grid - quantum / 4) < 1e-6
assert abs(pot_grid - quantum / 4) < 1e-6
weight = np.exp(-(level - level[0]) / kT)
x2_each = np.sum(state**2 * x[:, None]**2, axis=0)
x2_sum = np.sum(weight * x2_each) / np.sum(weight)
assert abs(x2_sum / x2_thermal - 1) < 1e-6

# three dimensions: r times the radial ground state obeys the 1D equation
# and vanishes at r = 0, so it is the lowest odd state of the 1D well
assert abs(level[1] - 1.5 * quantum) < 1e-6
assert abs(x2_each[1] / (3 * x2) - 1) < 1e-8

# quartic well: first interval kept at the quantum, second 10 percent larger
beta_scale = quantum / (120 * x2**2)


def interval_error(p):
    e = solve(p[0] * k_spring, p[1] * beta_scale)[0]
    return [(e[1] - e[0]) / quantum - 1, (e[2] - e[1]) / quantum - 1.1]


p_quartic = fsolve(interval_error, [0.85, 1.0])
assert np.max(np.abs(interval_error(p_quartic))) < 1e-7
e_q, s_q = solve(p_quartic[0] * k_spring, p_quartic[1] * beta_scale)
x2_quartic = np.sum(s_q[:, 0]**2 * x**2)
x_n0 = s_q.T @ (x * s_q[:, 0])
sum_rule = np.sum((e_q - e_q[0]) * x_n0**2)
assert abs(sum_rule / c_kin - 1) < 1e-7
assert 0.98 < x2_quartic / x2 < 1.0

# hard-walled box with the same first interval
box = np.sqrt(3 * np.pi**2 * c_kin / quantum)
x2_box = quad(lambda s: s**2 * 2 / box * np.cos(np.pi * s / box)**2,
              -box / 2, box / 2)[0]
assert 0.9 < x2_box / x2 < 1.0

# moving host: periodic fcc crystal with nearest-neighbour springs and one
# hydrogen atom tied by equal springs to its six palladium neighbours
k_host = mass_pd * (host_top * meV / hbar)**2 / 8


def dynamical_matrix(cells, k_bond):
    size = 2 * cells
    sites = [s for s in itertools.product(range(size), repeat=3)
             if sum(s) % 2 == 0]
    index = {s: i for i, s in enumerate(sites)}
    n = len(sites)
    phi = np.zeros((3 * n + 3, 3 * n + 3))

    def add_spring(i, j, direction, k):
        block = k * np.outer(direction, direction)
        a, b = slice(3 * i, 3 * i + 3), slice(3 * j, 3 * j + 3)
        phi[a, a] += block
        phi[b, b] += block
        phi[a, b] -= block
        phi[b, a] -= block

    half = [(1, 1, 0), (1, -1, 0), (1, 0, 1), (1, 0, -1),
            (0, 1, 1), (0, 1, -1)]
    for s in sites:
        for d in half:
            t = tuple((u + v) % size for u, v in zip(s, d))
            add_spring(index[s], index[t], np.array(d) / np.sqrt(2), k_host)
    for axis in range(3):
        for way in (1, -1):
            d = np.zeros(3, dtype=int)
            d[axis] = way
            t = tuple(int(v) % size for v in np.array([1, 0, 0]) + d)
            add_spring(n, index[t], d, k_bond)
    root = np.sqrt(np.r_[np.full(3 * n, mass_pd), np.full(3, mass_h)])
    return phi / np.outer(root, root)


def top_energy(cells, k_bond):
    lam = np.linalg.eigvalsh(dynamical_matrix(cells, k_bond))[-1]
    return hbar * np.sqrt(lam) / meV


assert abs(top_energy(3, 0.0) - host_top) < 1e-6
k_bond = brentq(lambda f: top_energy(3, f) - quantum,
                0.45 * k_si, 0.5 * k_si, xtol=1e-9)
host_0, host_T = {}, {}
for cells in (3, 4, 5):
    lam, vec = np.linalg.eigh(dynamical_matrix(cells, k_bond))
    energy = hbar * np.sqrt(lam[3:]) / meV      # three translations left out
    share = vec[-3, 3:]**2
    part = c_kin * share / energy
    assert abs(energy[-1] - quantum) < 0.01
    local_ratio = np.sum(part[-3:]) / x2
    assert abs(local_ratio - 1) < 0.01
    host_0[cells] = np.sum(part[:-3])
    host_T[cells] = np.sum((part / np.tanh(energy / (2 * kT)))[:-3])


def extrapolate(values, power):
    """Large-crystal limit and slope for an error falling as cells**-power."""
    u3, u5 = 3.0**-power, 5.0**-power
    slope = (values[3] - values[5]) / (u3 - u5)
    return values[5] - slope * u5, slope


host_0_inf, slope_0 = extrapolate(host_0, 2)
host_T_inf, slope_T = extrapolate(host_T, 1)
assert abs((host_0_inf + slope_0 / 16) / host_0[4] - 1) < 0.02
assert abs((host_T_inf + slope_T / 4) / host_T[4] - 1) < 0.02
total_0 = np.sqrt(x2 + host_0_inf)
total_T = np.sqrt(x2_thermal + host_T_inf)

# tunnelling: lowest band in barrier*sin^2(pi x/L), L = distance of sites
hop = lattice_a / np.sqrt(2)
wave = np.arange(-20, 21)


def lowest(q):
    diag = c_kin * (2 * np.pi * wave / hop + q)**2 + barrier / 2
    off = np.full(wave.size - 1, -barrier / 4)
    return eigh_tridiagonal(diag, off, eigvals_only=True)[0]


band = lowest(np.pi / hop) - lowest(0.0)
recoil = c_kin * np.pi**2 / hop**2
depth = barrier / recoil
band_formula = (16 / np.sqrt(np.pi) * recoil * depth**0.75
                * np.exp(-2 * np.sqrt(depth)))
# the formula is the leading term for a deep barrier: corrections of order
# 1/sqrt(depth), about ten percent here
assert abs(band / band_formula - 1) < 0.15
assert band < 1e-6 * quantum

print(f"input: vibrational quantum = {quantum:.1f} meV")
print(f"input: temperature of use = {temperature:.0f} K")
print(f"input, rough: lattice constant = {lattice_a:.2f} A")
print(f"input, rough: highest host phonon = {host_top:.0f} meV")
print(f"input, rough: hopping barrier = {barrier:.0f} meV")
print(f"input: palladium mass = {mass_pd/const.atomic_mass:.2f} u")
print(f"hydrogen mass = {mass_h:.5e} kg")
print(f"reduced Planck constant = {hbar:.6e} J s")
print(f"quantum in joule = {quantum*meV:.4e} J")
print(f"angular frequency = {omega:.4e} rad/s")
print(f"spring constant = {k_si:.2f} N/m")
print(f"hbar^2/(2m) = {c_kin:.4f} meV A^2")
print(f"mean square per axis, formula = {x2:.5f} A^2")
print(f"mean square per axis, grid = {x2_grid:.5f} A^2")
print(f"rms per axis = {x_rms:.4f} A")
print(f"rms per axis = {x_rms/10:.5f} nm")
print(f"rms in three dimensions = {np.sqrt(3)*x_rms:.4f} A")
print(f"zero-point energy, three axes = {1.5*quantum:.1f} meV")
print(f"kinetic energy per axis, grid = {kin_grid:.3f} meV")
print(f"potential energy per axis, grid = {pot_grid:.3f} meV")
print(f"H-Pd distance = {lattice_a/2:.3f} A")
print(f"rms per axis / H-Pd distance = {x_rms/(lattice_a/2):.3f}")
print(f"rms if quantum 10% lower = {np.sqrt(x2/0.9):.4f} A")
print(f"rms if quantum 10% higher = {np.sqrt(x2/1.1):.4f} A")
print(f"quartic well: rms per axis = {np.sqrt(x2_quartic):.4f} A")
print(f"quartic well: mean square / bound = {x2_quartic/x2:.5f}")
print(f"quartic well: sum rule / (hbar^2/2m) = {sum_rule/c_kin:.6f}")
print(f"box: width = {box:.4f} A")
print(f"box: mean square / bound = {x2_box/x2:.4f}")
print(f"box: rms = {np.sqrt(x2_box):.4f} A")
print(f"thermal energy kT = {kT:.2f} meV")
print(f"rms at 300 K, rigid host = {np.sqrt(x2_thermal):.4f} A")
print(f"classical rms at 300 K = {np.sqrt(x2_classical):.4f} A")
print(f"classical equals zero-point at = {T_equal:.0f} K")
print(f"host springs Pd-Pd = {k_host:.1f} N/m")
print(f"springs H-Pd = {k_bond:.2f} N/m")
print(f"local-mode mean square / formula = {local_ratio:.4f}")
for cells in (3, 4, 5):
    print(f"host part, {4*cells**3} Pd: 0 K {host_0[cells]:.5f}, "
          f"300 K {host_T[cells]:.5f} A^2")
print(f"host part, large crystal, 0 K = {host_0_inf:.5f} A^2")
print(f"host part, large crystal, 300 K = {host_T_inf:.5f} A^2")
print(f"rms with host motion, 0 K = {total_0:.3f} A")
print(f"rms with host motion, 300 K = {total_T:.3f} A")
print(f"distance between octahedral sites = {hop:.3f} A")
print(f"recoil energy R = {recoil:.3f} meV")
print(f"barrier / R = {depth:.1f}")
print(f"tunnelling band width, plane waves = {band:.2e} meV")
print(f"tunnelling band width, formula = {band_formula:.2e} meV")
print(f"band width / quantum = {band/quantum:.1e}")
print("no test failed")
```

Printed output:

```
input: vibrational quantum = 69.0 meV
input: temperature of use = 300 K
input, rough: lattice constant = 3.89 A
input, rough: highest host phonon = 28 meV
input, rough: hopping barrier = 230 meV
input: palladium mass = 106.42 u
hydrogen mass = 1.67353e-27 kg
reduced Planck constant = 1.054572e-34 J s
quantum in joule = 1.1055e-20 J
angular frequency = 1.0483e+14 rad/s
spring constant = 18.39 N/m
hbar^2/(2m) = 2.0739 meV A^2
mean square per axis, formula = 0.03006 A^2
mean square per axis, grid = 0.03006 A^2
rms per axis = 0.1734 A
rms per axis = 0.01734 nm
rms in three dimensions = 0.3003 A
zero-point energy, three axes = 103.5 meV
kinetic energy per axis, grid = 17.250 meV
potential energy per axis, grid = 17.250 meV
H-Pd distance = 1.945 A
rms per axis / H-Pd distance = 0.089
rms if quantum 10% lower = 0.1827 A
rms if quantum 10% higher = 0.1653 A
quartic well: rms per axis = 0.1733 A
quartic well: mean square / bound = 0.99918
quartic well: sum rule / (hbar^2/2m) = 1.000000
box: width = 0.9434 A
box: mean square / bound = 0.9674
box: rms = 0.1705 A
thermal energy kT = 25.85 meV
rms at 300 K, rigid host = 0.1858 A
classical rms at 300 K = 0.1501 A
classical equals zero-point at = 400 K
host springs Pd-Pd = 40.0 N/m
springs H-Pd = 9.15 N/m
local-mode mean square / formula = 0.9944
host part, 108 Pd: 0 K 0.00063, 300 K 0.00205 A^2
host part, 256 Pd: 0 K 0.00065, 300 K 0.00225 A^2
host part, 500 Pd: 0 K 0.00066, 300 K 0.00237 A^2
host part, large crystal, 0 K = 0.00068 A^2
host part, large crystal, 300 K = 0.00285 A^2
rms with host motion, 0 K = 0.175 A
rms with host motion, 300 K = 0.193 A
distance between octahedral sites = 2.751 A
recoil energy R = 2.705 meV
barrier / R = 85.0
tunnelling band width, plane waves = 6.37e-06 meV
tunnelling band width, formula = 6.70e-06 meV
band width / quantum = 9.2e-08
no test failed
```
